# Generalised smearing entropy and the width error of the free energy

## The result

Let $\delta(x)$ be a real broadening function with unit integral that decays faster than any power. Its moments are $M_k=\int x^k\delta(x)\,dx$, where integrals without limits run over the real line. For a width $\sigma$, which is an energy, and a chemical potential $\mu$, a one-electron state of energy $\varepsilon_i$ receives the occupation

$$f_i=f(x_i),\qquad f(x)=\int_{-\infty}^{x}\delta(t)\,dt,\qquad x_i=\frac{\mu-\varepsilon_i}{\sigma}.$$

The dimensionless entropy belonging to these occupations is

$$s(x)=-\int_{-\infty}^{x}t\,\delta(t)\,dt, \tag{1}$$

and the free energy is $F=\sum_i(f_i\varepsilon_i-\sigma s_i)$. If $M_1=\dots=M_{p-1}=0$ and $M_p\neq0$, with $p\ge2$, then at fixed electron number $N$

$$F(\sigma)-E_0=-(-\sigma)^p\,\frac{M_p}{p!}\,D^{(p-2)}(\mu_0)+\text{higher orders}. \tag{2}$$

Here $E_0$ and $\mu_0$ are the energy and Fermi level at zero width, $D$ is the density of states, and $D^{(j)}$ is its $j$th derivative. Sums run over states including spin, and $D$ counts both spins.

Equation (2) assumes a fixed one-electron spectrum, sampled so densely that the level spacing is far below $\sigma$, with $D$ smooth around $\mu_0$ and $D(\mu_0)>0$. If $D^{(p-2)}(\mu_0)$ happens to vanish, the order $\sigma^p$ is absent and the error is of higher order. For $p>2$ and a $D$ that is constant near $\mu_0$, no power of $\sigma$ survives at all. The expansion is asymptotic: it describes small $\sigma$ and need not converge.

## Where the entropy comes from

Suppose that $s$ is a function of $f$, and require

$$\sum_i f_i\varepsilon_i-\sigma\sum_i s(f_i)-\mu\Big(\sum_i f_i-N\Big)$$

to be stationary in each $f_i$. This gives $\varepsilon_i-\sigma s'(f_i)-\mu=0$, so that

$$\frac{ds}{df}=\frac{\varepsilon-\mu}{\sigma}=-x,\qquad \frac{ds}{dx}=\frac{ds}{df}\frac{df}{dx}=-x\,\delta(x). \tag{3}$$

Integration from $x=-\infty$, where the level is empty and $s$ is set to zero, gives equation (1).

If $\delta$ changes sign, $f(x)$ is not monotonic and one value of $f$ can belong to several $x$. The entropy is then a function of $x$, not a single-valued function of $f$. The stationarity survives if independent parameters $y_i$ replace the $f_i$. Differentiating $\sum_i[f(y_i)(\varepsilon_i-\mu)-\sigma s(y_i)]$ with respect to $y_i$ gives

$$\delta(y_i)\,[\varepsilon_i-\mu+\sigma y_i]=0,$$

which $y_i=(\mu-\varepsilon_i)/\sigma$ satisfies. Zeros of $\delta$ provide further stationary points, which are not the smearing solution.

From $ds/df=-x$ the curvature of the entropy term is

$$\frac{d^2(-\sigma s)}{df^2}=\sigma\frac{dx}{df}=\frac{\sigma}{\delta(x)}.$$

For $\delta>0$ the free energy is therefore a minimum with respect to the occupations. Where $\delta<0$ it can fall in some direction. Moving charge between two levels $a$ and $b$ at fixed total number has the curvature $\sigma(1/\delta_a+1/\delta_b)$. For first-order Methfessel-Paxton smearing, defined below, with $x_a=1.6$ and $x_b=0.2$, the broadening values are $-0.04623$ and $0.79142$. The curvature is then $\sigma(-21.63+1.26)=-20.37\,\sigma$, and the smearing solution is a maximum along this direction. A finite-difference test gives the same value.

A full level has $s(\infty)=-M_1$. To see what a nonzero first moment does, replace $\delta(t)$ by $\delta(t-a)$ and raise $\mu$ by $\sigma a$. Every occupation is unchanged, but the entropy becomes

$$-\int_{-\infty}^{x}(t+a)\,\delta(t)\,dt=s(x)-a f(x),$$

and $F$ rises by $\sigma aN$. This error is linear in the width and involves every electron. The condition $M_1=0$ removes it.

## Particular broadenings

**Fermi-Dirac.** Here $f=1/(1+e^{-x})$ and $\delta=f(1-f)=1/[4\cosh^2(x/2)]$. The function $s=-f\ln f-(1-f)\ln(1-f)$ has $ds/df=\ln[(1-f)/f]=-x$ and vanishes at $f=0$, so it is the entropy (1). With $\sigma=k_BT$ the free energy is the thermal one. Expanding $\delta=e^{-x}/(1+e^{-x})^2$ for $x>0$ gives

$$M_2=2\sum_{n\ge1}(-1)^{n-1}n\int_0^\infty x^2e^{-nx}dx=4\sum_{n\ge1}\frac{(-1)^{n-1}}{n^2}=\frac{\pi^2}{3}.$$

**Gaussian.** For $\delta=e^{-x^2}/\sqrt\pi$,

$$f=\tfrac12(1+\operatorname{erf}x),\qquad s=-\frac1{\sqrt\pi}\int_{-\infty}^x te^{-t^2}dt=\frac{e^{-x^2}}{2\sqrt\pi},\qquad M_2=\tfrac12.$$

**Methfessel-Paxton.** The broadening of order $n_{\max}=m$ is the truncated Hermite expansion of a Dirac delta function:

$$\delta_m(x)=\sum_{n=0}^{m}A_nH_{2n}(x)e^{-x^2},\qquad A_n=\frac{H_{2n}(0)}{\sqrt\pi\,4^n(2n)!}=\frac{(-1)^n}{n!\,4^n\sqrt\pi}.$$

The last form uses $H_{2n}(0)=(-1)^n(2n)!/n!$. Since $(H_ke^{-x^2})'=-H_{k+1}e^{-x^2}$, integration gives

$$f_m=\tfrac12(1+\operatorname{erf}x)-\sum_{n=1}^{m}A_nH_{2n-1}(x)e^{-x^2}.$$

For the entropy we need $x\delta_m$. The recurrence $xH_{2n}=\tfrac12H_{2n+1}+2nH_{2n-1}$ and the ratio $A_n=-A_{n-1}/(4n)$, that is $2nA_n=-\tfrac12A_{n-1}$, give

$$x\delta_m e^{x^2}=\tfrac12\sum_{n=0}^{m}A_nH_{2n+1}-\tfrac12\sum_{n=1}^{m}A_{n-1}H_{2n-1}=\tfrac12A_mH_{2m+1},$$

because the second sum cancels all but the last term of the first. Integrating $-x\delta_m$ yields

$$s_m(x)=\tfrac12A_mH_{2m}(x)e^{-x^2}. \tag{4}$$

The case $m=0$ is the Gaussian. For $m=1$, $\delta_1=(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$ and $s_1=(1-2x^2)e^{-x^2}/(4\sqrt\pi)$. The occupation has its extremes where $\delta_1=0$, at $x^2=3/2$. They are $-0.035$ and $1.035$, outside the range of fermion occupations. The entropy is also negative for $x^2>1/2$.

The moments follow from the orthogonality $\int H_jH_ke^{-x^2}dx=\sqrt\pi\,2^kk!\,\delta_{jk}$, with $\delta_{jk}$ the Kronecker symbol. For $n\le m$ it gives $\int H_{2n}\delta_m\,dx=\sqrt\pi\,4^n(2n)!\,A_n=H_{2n}(0)$. Odd Hermite polynomials integrate to zero, which is also their value at the origin. Hence $\int P\,\delta_m\,dx=P(0)$ for every polynomial $P$ of degree at most $2m+1$, and $M_1,\dots,M_{2m+1}$ vanish.

For $p=2m+2$, write $x^p=2^{-p}H_p(x)+R(x)$, where $R$ has degree below $p$. The $H_p$ part is orthogonal to $\delta_m$, and $R(0)=-2^{-p}H_p(0)$, so

$$M_{2m+2}=-\frac{H_{2m+2}(0)}{4^{m+1}}=\frac{(-1)^m(2m+2)!}{4^{m+1}(m+1)!}. \tag{5}$$

This gives $\tfrac12$, $-\tfrac34$ and $\tfrac{15}8$ for $m=0,1,2$.

**Cold smearing.** The Marzari-Vanderbilt form $\delta=(2-\sqrt2x)e^{-(x-c)^2}/\sqrt\pi$, with $c=1/\sqrt2$, is not even. Put $x=u+c$, so that $\delta=(1-\sqrt2u)e^{-u^2}/\sqrt\pi$, and use the Gaussian averages $\langle u^2\rangle=\tfrac12$ and $\langle u^4\rangle=\tfrac34$:

$$M_1=c-\tfrac{\sqrt2}{2}=0,\qquad M_2=\tfrac12+c^2-\sqrt2c=0,$$

$$M_3=\tfrac32c+c^3-\sqrt2\left(\tfrac34+\tfrac32c^2\right)=\sqrt2-\tfrac32\sqrt2=-\tfrac1{\sqrt2}.$$

Thus $p=3$. Since $x\delta=c(1-2u^2)e^{-u^2}/\sqrt\pi$ is the derivative of $c\,ue^{-u^2}/\sqrt\pi$, the entropy is $s=c(c-x)e^{-(x-c)^2}/\sqrt\pi$.

A non-negative broadening function has $M_2>0$. Removing the $\sigma^2$ term for general $D$ therefore requires a $\delta$ that is negative somewhere.

## First derivation: a broadened grand potential

Consider $\Omega(\mu,\sigma)=\sum_i[f_i(\varepsilon_i-\mu)-\sigma s_i]$ at given $\mu$. Since $\varepsilon_i-\mu=-\sigma x_i$,

$$\Omega=-\sigma\sum_i\,[x_if(x_i)+s(x_i)].$$

The bracket has the derivative $f+x\delta-x\delta=f$ and vanishes at $x\to-\infty$. Therefore

$$xf+s=\int_{-\infty}^{x}f(y)\,dy=\int_{-\infty}^{x}(x-t)\,\delta(t)\,dt,$$

where the last step inserts the definition of $f$ and exchanges the order of integration. With $\sigma(x_i-t)=\mu-\sigma t-\varepsilon_i$, the sum over levels becomes

$$\Omega(\mu,\sigma)=\int\delta(t)\,\Omega_0(\mu-\sigma t)\,dt,\qquad \Omega_0(\mu)=-\sum_{\varepsilon_i<\mu}(\mu-\varepsilon_i). \tag{6}$$

The smeared grand potential is the zero-width one averaged over a spread of chemical potentials. The entropy term is what makes this true.

For a dense spectrum $\Omega_0'=-N_0(\mu)$, the number of states below $\mu$, and $\Omega_0''=-D(\mu)$. A Taylor expansion of equation (6) in $\sigma t$ gives

$$\Omega(\mu,\sigma)-\Omega_0(\mu)=-\sum_{k\ge p}(-\sigma)^k\frac{M_k}{k!}D^{(k-2)}(\mu). \tag{7}$$

It remains to pass from fixed $\mu$ to fixed $N$. Let $g(\mu)=\Omega(\mu,\sigma)+\mu N$. Its derivative is $g'=N-N_\sigma(\mu)$, where $N_\sigma=\sum_if_i$, so $F$ is the value of $g$ at its stationary point $\mu_\sigma$. At $\mu_0$ the electron number is wrong by

$$\Delta N=N_\sigma(\mu_0)-N=(-\sigma)^p\frac{M_p}{p!}D^{(p-1)}(\mu_0)+\dots,$$

obtained by differentiating equation (7). Near $\mu_0$ we have $g'(\mu_0)=-\Delta N$ and $g''\approx-D$, so $\mu_\sigma-\mu_0\approx-\Delta N/D$ and

$$F-g(\mu_0)\approx\frac{(\Delta N)^2}{D}-\frac D2\left(\frac{\Delta N}{D}\right)^2=\frac{(\Delta N)^2}{2D}. \tag{8}$$

This is of order $\sigma^{2p}$ or smaller. Since $g(\mu_0)-E_0=\Omega(\mu_0,\sigma)-\Omega_0(\mu_0)$, the terms of equation (7) with $k<2p$ carry over unchanged to fixed $N$. The first of them is equation (2).

## Second derivation: integrating the entropy

Now keep $N$ fixed throughout and follow $F$ as the width grows. Let $S=\sum_is_i$. From $ds_i=-x_i\,df_i$,

$$dF=\sum_i(\varepsilon_i+\sigma x_i)\,df_i-S\,d\sigma=\mu\sum_idf_i-S\,d\sigma=-S\,d\sigma, \tag{9}$$

because $\varepsilon_i+\sigma x_i=\mu$ for every level and $\sum_idf_i=0$. The change of the occupations does not contribute, and only the explicit dependence on $\sigma$ remains.

For a dense spectrum, with $\varepsilon=\mu-\sigma x$,

$$S=\int D(\varepsilon)\,s\,d\varepsilon=\sigma\int D(\mu-\sigma x)\,s(x)\,dx=\sigma\sum_{j\ge0}\frac{(-\sigma)^j}{j!}D^{(j)}(\mu)\int x^js(x)\,dx.$$

The moments of $s$ follow by parts from $s'=-x\delta$:

$$\int x^js\,dx=\left[\frac{x^{j+1}}{j+1}s\right]_{-\infty}^{\infty}+\frac1{j+1}\int x^{j+2}\delta\,dx=\frac{M_{j+2}}{j+1}.$$

The boundary term vanishes because $M_1=0$ makes $s$ decay on both sides. The first nonzero contribution has $j=p-2$. Using $(p-2)!\,(p-1)=(p-1)!$ and $(-1)^{p-2}=(-1)^p$,

$$S=(-1)^p\sigma^{p-1}\frac{M_p}{(p-1)!}D^{(p-2)}(\mu_\sigma)+\dots \tag{10}$$

As $\sigma\to0$ the occupations become a step, $\mu_\sigma\to\mu_0$ because $D(\mu_0)>0$, and $F\to E_0$. Replacing $\mu_\sigma$ by $\mu_0$ in the leading term and integrating $dF/d\sigma=-S$ from zero gives

$$F-E_0=-(-1)^p\frac{\sigma^p}{p}\frac{M_p}{(p-1)!}D^{(p-2)}(\mu_0)+\dots,$$

which is equation (2).

This route also gives the error of the energy without the entropy term, $E=\sum_if_i\varepsilon_i=F+\sigma S$. If $F-E_0=a\sigma^p$, then $\sigma S=-pa\sigma^p$ and

$$E-E_0=(1-p)(F-E_0),\qquad E_0\approx\frac{(p-1)F+E}{p} \tag{11}$$

at leading order. The combination on the right cancels order $p$. For Gaussian smearing it is the mean of $F$ and $E$.

## What each derivation assumes

Both derivations need a smooth $D$ near $\mu_0$ and a rapidly decaying $\delta$. They differ in the rest.

The first needs a fixed spectrum, because equation (6) compares the same levels at shifted chemical potentials. In return, equation (6) holds for any set of levels, dense or discrete, and does not need $M_1=0$. Smoothness enters only with the Taylor expansion.

The second needs $M_1=0$ for its boundary term and a stationary solution that can be followed continuously to $\sigma=0$. It can, however, be carried over to a self-consistent mean-field energy $E[\{f_i\},\{\phi_i\}]$ with $\varepsilon_i=\partial E/\partial f_i$. If $E-\sigma S$ is stationary in the orbitals $\phi_i$ as well, their change drops out and equation (9) still holds. The density of states then depends on $\sigma$, but as long as it stays smooth on the scale of $\sigma$ near $\mu_\sigma$, the vanishing moments still remove the low orders of $S$. If it and its derivatives near $\mu_\sigma$ stay bounded and converge as $\sigma\to0$, equation (2) follows with the limiting $D$. The numerical tests here cover fixed spectra only.

Smoothness can fail even when the moments vanish. Let $D$ contain a kink $c|\varepsilon-\mu_0|$. Since $\Omega_0''=-D$, the kink adds $-c|\mu-\mu_0|^3/6$ to $\Omega_0$, up to a linear function that an average with $M_1=0$ leaves unchanged. At $\mu=\mu_0$, equation (6) turns this into

$$-\frac{c\sigma^3}{6}\int|t|^3\delta(t)\,dt .$$

For first-order Methfessel-Paxton smearing the integral is $(2/\sqrt\pi)(\tfrac32\cdot\tfrac12-1)=-1/(2\sqrt\pi)=-0.28209$, not zero. The error is then of order $\sigma^3$ instead of $\sigma^4$. A half-filled band with $D=1+|\varepsilon|$ on $[-1,1]$ keeps $\mu=0$ by symmetry. At $\sigma=0.05$ its error is $0.05^3\times0.28209/6=5.877\times10^{-6}$ in band units. Direct integration gives this value and the power 3.000.

## A tight-binding chain

Take $\varepsilon(k)=-2t\cos k$ with hopping $t=0.05$ hartree and two electrons per three sites. These are round model parameters. Filling both spins gives $k_F=\pi/3$ and $\mu_0=-0.05$ hartree. Per site,

$$E_0=-\frac{4t}{\pi}\sin k_F=-0.055133\ \text{hartree},\qquad D(\varepsilon)=\frac{2}{\pi\sqrt{4t^2-\varepsilon^2}}.$$

At $\mu_0$, in powers of inverse hartree, $D=7.351$, $D'=-49.01$, $D''=1960$ and $D''''=6.621\times10^6$. The free energies come from sums over 4000 $k$ points.

At $\sigma=0.008$ hartree the leading terms for Gaussian and first-order Methfessel-Paxton smearing are

$$-\frac{\sigma^2}{4}D=-\frac{6.4\times10^{-5}\times7.351}{4}=-1.176\times10^{-4}\ \text{hartree},$$

$$+\frac{\sigma^4}{32}D''=\frac{4.096\times10^{-9}\times1960}{32}=2.51\times10^{-7}\ \text{hartree}.$$

The computed errors $F-E_0$ per site, in microhartree, and the powers found by doubling the width from 0.004 hartree are:

| Smearing | $p$ | Error | Leading term | Power |
|---|---|---|---|---|
| Fermi-Dirac | 2 | −791.0 | −773.9 | 2.02 |
| Gaussian | 2 | −117.8 | −117.6 | 2.00 |
| Cold | 3 | 3.60 | 2.96 | 3.15 |
| Methfessel-Paxton 1 | 4 | 0.261 | 0.251 | 4.04 |
| Methfessel-Paxton 2 | 6 | −0.00514 | −0.00452 | 6.14 |

The Gaussian error is $-3.21$ meV and the first-order Methfessel-Paxton error is $0.0071$ meV. At equal $\sigma$ the Fermi-Dirac error is larger than the Gaussian one mainly because its second moment is $3.290$ instead of $0.5$. Equal $\sigma$ does not mean equal broadening.

The cold-smearing error exceeds its leading term by 22 percent of that term. Much of the excess is the next order. With $M_4=\tfrac52-4=-\tfrac32$, from the same Gaussian averages, it is $\sigma^4D''/16=0.50$ microhartree and raises the prediction to 3.46. At $\sigma=0.004$ hartree the sum of all terms from $k=p$ to $2p-1$ passes a test at one percent of its value for each of the five smearings.

The cost of readjusting $\mu$ is small, as equation (8) requires. For the Gaussian at $\sigma=0.004$ hartree, $\Delta N=-1.968\times10^{-4}$ electrons per site, and

$$\frac{(\Delta N)^2}{2D}=\frac{3.872\times10^{-8}}{14.70}=2.63\times10^{-9}\ \text{hartree},$$

compared with an error of $2.94\times10^{-5}$ hartree in $F$.

At the larger width the Gaussian energy $E$ lies $118.3$ microhartree above $E_0$, nearly the mirror image of $F$, and their mean is off by $0.22$ microhartree. For first-order Methfessel-Paxton smearing $E-E_0=-0.802$ microhartree, close to $-3$ times the error of $F$. Here $\sigma S=E-F=-1.06$ microhartree, so the total entropy is negative, as equation (10) predicts for $M_4<0$ and $D''>0$. This $S$ cannot be read as a thermal entropy. It is the term that keeps $F$ stationary in the occupations. The low orders of the width are removed by the vanishing moments of $\delta$, from $E$ and $F$ alike, as equation (11) shows. The remaining values are in the numerical output.

## Table of computed values

```
hopping 0.050 hartree; electrons per site 0.666667
k points 4000; kF 1.047198 rad; mu0 -0.050000 hartree
E0 per site -0.055132890 hartree
D 7.35105 hartree^-1; D' -49.0070 hartree^-2
D'' 1960.281 hartree^-3; D'''' 6.62139e+06 hartree^-5
widths 0.004 and 0.008 hartree
Scheme: p, M_p, s(0), min f, max f, min s (dimensionless)
Fermi-Dirac: 2, 3.28987, 0.69315, 0.00000, 1.00000, 0.00000
Gaussian: 2, 0.50000, 0.28209, 0.00000, 1.00000, 0.00000
cold: 3, -0.70711, 0.17110, 0.00000, 1.08331, -0.17109
MP1: 4, -0.75000, 0.14105, -0.03545, 1.03545, -0.06294
MP2: 6, 1.87500, 0.10579, -0.05162, 1.05162, -0.06541
F-E0 (microhartree): small width, large width, local power
Fermi-Dirac: -1.94368e+02, -7.91020e+02, 2.025
Gaussian: -2.94173e+01, -1.17830e+02, 2.002
cold: 4.04765e-01, 3.59988e+00, 3.153
MP1: 1.58257e-02, 2.60554e-01, 4.041
MP2: -7.27927e-05, -5.13566e-03, 6.141
Leading-term prediction (microhartree): small, large width
Fermi-Dirac: -1.93472e+02, -7.73888e+02
Gaussian: -2.94042e+01, -1.17617e+02
cold: 3.69634e-01, 2.95707e+00
MP1: 1.56822e-02, 2.50916e-01
MP2: -7.06282e-05, -4.52020e-03
Large width (microhartree): E-E0, extrapolated-E0, mu-mu0
Fermi-Dirac: 8.2764e+02, 1.8309e+01, 8.1060e+02
Gaussian: 1.1826e+02, 2.1642e-01, 1.0788e+02
cold: -8.0331e+00, -2.7778e-01, -2.0787e+01
MP1: -8.0225e-01, -5.1473e-03, -1.7138e+00
MP2: 2.7095e-02, 2.3610e-04, 6.6414e-02
F-E0 at large width converted to meV
Fermi-Dirac: -2.1525e+01 meV
Gaussian: -3.2063e+00 meV
cold: 9.7958e-02 meV
MP1: 7.0900e-03 meV
MP2: -1.3975e-04 meV
Gaussian, small width: Delta N at mu0 -1.96766e-04 electrons
mu readjustment: 2.63076e-03 microhartree
(Delta N)^2/(2D): 2.63343e-03 microhartree
Gaussian minimisation: largest f deviation 8.5e-09
MP1 pair x = 1.6, 0.2: delta -0.04623, 0.79142
MP1 curvature/sigma: -20.3671; formula -20.3668
Kink band, MP1: third absolute moment -0.28209
Kink error, width 0.05 (band units): 5.87697e-06
Kink formula: 5.87697e-06; power 3.0000
```
